Why Domains Can Form in a Bilayer Whose Uniform Mode Is Stable

Take a 5 nm ferroelectric film on a 2 nm dielectric, with the parameters given below. A small uniform polarization meets a restoring stiffness of +1.53 × 10⁹ m/F. The same polarization arranged as a wave of period 6.7 nm along the film has a stiffness of −0.55 × 10⁹ m/F, so it grows. The material and the electrodes are the same in both cases. The wave is softer because it produces less depolarizing field, and this field weakens as the wavevector rises. The energy cost of the polarization gradients offsets only part of that gain here.

**The model**

The ferroelectric occupies 0 < z < t_f and the dielectric −t_d < z < 0. Metal electrodes at z = t_f and z = −t_d are held at fixed voltage and screen ideally. The interface carries no free charge. The soft polarization P points along z. All other polarization of the film is put into background permittivities, ε_b along z and ε_x in the plane; the dielectric has permittivity ε_d. These are relative values. The non-electrostatic energy density of the film is

f = aP²/2 + bP⁴/4 + g(∂P/∂x)²/2 + g_z(∂P/∂z)²/2,

with a < 0 and b, g, g_z > 0. The surfaces are free, so ∂P/∂z = 0 there. This is a mean-field description.

The field that holds a given polarization in place is the variational derivative of this energy:

E_z = aP + bP³ − g ∂²P/∂x² − g_z ∂²P/∂z².

Let P = P0 + p cos kx, with P0 uniform and p small. Since (P0 + δ)³ = P0³ + 3P0²δ + …, the terms linear in p require a field amplitude

e_needed = (a + 3bP0² + gk²)p,

if p does not depend on z. The bilayer supplies an amplitude e_z(z) of its own. When p is constrained to be uniform through the film, only the film average ⟨e_z⟩ does work on it. The stiffness K is the uncompensated field per unit polarization:

Kp = (a + 3bP0² + gk²)p − ⟨e_z⟩.

Positive K means restoration and negative K means growth. Writing ⟨e_z⟩ = −N(k)p defines the depolarization stiffness N, and

K(k) = a + 3bP0² + gk² + N(k).

It remains to find N.

**First derivation: solving for the field**

The voltage is fixed, so the modulated potential φ(z) cos kx vanishes at both electrodes. Inside the film p is constant in z and has no bulk charge. Gauss's law there gives

ε_b φ″ − ε_x k² φ = 0, so φ″ = κ²φ with κ = k√(ε_x/ε_b).

In the isotropic dielectric φ″ = k²φ. With φ0 the potential amplitude at the interface, the solutions that vanish at the electrodes are

film: φ = φ0 sinh[κ(t_f − z)]/sinh(κt_f),
dielectric: φ = φ0 sinh[k(z + t_d)]/sinh(kt_d).

The normal displacement is −ε₀ε_bφ′ + p in the film and −ε₀ε_dφ′ in the dielectric. At the interface the slopes are −κφ0 coth(κt_f) and +kφ0 coth(kt_d). Continuity therefore reads

ε₀ε_bκ coth(κt_f) φ0 + p = −ε₀ε_dk coth(kt_d) φ0.

Since ε_bκ = k√(ε_xε_b), define s = √(ε_xε_b). Then

φ0 = −p/Y, Y(k) = ε₀[s k coth(κt_f) + ε_d k coth(kt_d)].

The average film field is minus the potential difference over the thickness:

⟨e_z⟩ = −[φ(t_f) − φ(0)]/t_f = φ0/t_f = −p/(t_fY).

Hence

N(k) = 1/{ε₀t_f[s k coth(κt_f) + ε_d k coth(kt_d)]}.

To see that N falls, note that each term in the bracket is a positive constant times x coth x, with x proportional to k. Its derivative is

d(x coth x)/dx = [½ sinh 2x − x]/sinh²x,

which is positive for x > 0 because sinh 2x > 2x. The bracket rises with k, so N falls.

Two limits show the physics. As k → 0, k coth(kt_d) → 1/t_d and s k coth(κt_f) → sk/(κt_f) = ε_b/t_f. Therefore

N(0) = 1/[ε₀t_f(ε_b/t_f + ε_d/t_d)] = t_d/[ε₀(ε_bt_d + ε_dt_f)].

The polarization charge at the interface is then compensated only by charge on the electrodes, and the separation t_d sets the cost. For short waves both coth factors tend to 1, and

N(k) → c/k, c = 1/[ε₀t_f(s + ε_d)].

Neighbouring stripes of opposite interface charge now close each other's field lines. The field reaches only about 1/κ into the film and 1/k into the dielectric, so its average over a film of fixed thickness decreases as 1/k.

**Second derivation: the energy as a maximum**

The same N follows without first solving for the field, and this route allows any profile p(z). Write ε_z(z) and ε_p(z) for the absolute permittivities normal to and in the plane of each layer. Averages over x give a common factor ½ from cos² and sin², which is dropped throughout. For any trial potential that vanishes at the electrodes, define

J[φ] = ∫ pφ′ dz − ½∫(ε_zφ′² + ε_pk²φ²)dz.

Varying φ and integrating by parts gives the stationarity condition

−p′ + (ε_zφ′)′ − ε_pk²φ = 0,

which is Gauss's law, including the displacement condition at the interface. Since J is a linear term minus a positive quadratic one, its stationary point is its unique maximum. Multiplying the condition by φ and integrating gives ∫pφ′ dz = ∫(ε_zφ′² + ε_pk²φ²)dz there, so

max J = ½∫(ε_zφ′² + ε_pk²φ²)dz = U,

the field energy of the modulation. If p changes by δp, the accompanying change of φ has no first-order effect at the maximum. Thus δU = ∫φ′δp dz = −∫e_zδp dz. The slope of U is minus the field used in the first derivation, so U is the energy to be added to the local one.

For each fixed φ, J is a linear, non-increasing function of k². Let φ₂ be the maximizer at k₂ > k₁. For nonzero p it is nonzero, and

U(k₂) = J[φ₂ at k₂] < J[φ₂ at k₁] ≤ U(k₁).

The field energy falls with k for every profile. It is also convex in k², because it is a maximum of linear functions. The convexity is strict: on a straight segment, one φ would have to satisfy Gauss's law at two values of k, and subtracting the two equations would give φ = 0.

Now take p uniform. The source term becomes p[φ(t_f) − φ(0)] = −pφ0. At fixed φ0, maximizing J means minimizing the quadratic energy in each layer, which requires φ″ = κ²φ or φ″ = k²φ. Integration by parts then leaves only interface terms:

film: ½ε₀ε_b[−φ0φ′(0⁺)] = ½ε₀s k coth(κt_f)φ0²,
dielectric: ½ε₀ε_d[φ0φ′(0⁻)] = ½ε₀ε_dk coth(kt_d)φ0².

Their sum is ½Yφ0², so

J = −pφ0 − ½Yφ0².

The maximum lies at φ0 = −p/Y and equals p²/(2Y). Setting this equal to ½Nt_fp² gives N = 1/(t_fY), the earlier result.

A finite-element solution for the potential, using the parameters below, agrees with this N to within 0.3% of N at k = 0, 0.1, 0.5, 1 and 2 nm⁻¹.

**When the minimum lies at finite k**

N always falls in this model, but K contains gk² as well. For small k, insert into the layer energies the potentials that are correct at k = 0, φ0(1 − z/t_f) and φ0(1 + z/t_d). The true potentials differ from these by order k², and near a minimum that changes the energy only at order k⁴. The integral of the squared linear function is one third of each thickness, so

Y = ε₀[S + k²(ε_xt_f + ε_dt_d)/3] + O(k⁴), S = ε_b/t_f + ε_d/t_d.

Expanding 1/(t_fY) gives

N = N(0) − g_ck² + O(k⁴), g_c = (ε_xt_f + ε_dt_d)/(3ε₀t_fS²).

If g < g_c, K initially decreases. Since K is strictly convex in k² and grows at large k, it then has one minimum, at nonzero k. If g ≥ g_c, convexity keeps K above K(0), and the uniform mode is the softest of the z-uniform waves.

At P0 = 0 the uniform mode is stable while a wave grows if

N(0) > −a > min over k of [gk² + N(k)].

A simple sufficient condition for growth follows from coth x > 1, which gives N < c/k. The function gk² + c/k is stationary where 2gk = c/k², that is at k_s³ = c/(2g). There c/k_s = 2gk_s², so its minimum is 3gk_s². Domains therefore grow whenever

−a > 3gk_s².

At fixed material parameters c ∝ 1/t_f, so this threshold varies as t_f^(−2/3), and the estimated period 2π/k_s as t_f^(1/3). The period law belongs to z-uniform waves. With p(z) free and the other parameters as below, the period of the softest wave grows from 7.1 nm at t_f = 5 nm to 13.6 nm at 20 nm, close to t_f^(1/2). A thicker film meets the growth condition more easily, but N(0) falls as well: at 20 nm K(0) = −0.82 × 10⁹ m/F, so there the uniform mode is itself unstable.

The uniform mode must also be safe against k = 0 disturbances that vary with z. At k = 0 the displacement D is constant and the film field is (D − p)/(ε₀ε_b). It splits into its average and −(p − ⟨p⟩)/(ε₀ε_b). The cross term integrates to zero, leaving

U = ½N(0)t_f⟨p⟩² + ∫(p − ⟨p⟩)²dz/(2ε₀ε_b).

The nonuniform part has depolarization stiffness 1/(ε₀ε_b), which exceeds N(0) = 1/[ε₀(ε_b + ε_dt_f/t_d)], and g_z adds to it. Hence a + N(0) > 0 secures the whole k = 0 sector.

**Link to negative capacitance**

Near P = 0 the film field is E = aP, so D = ε₀ε_bE + P = (ε₀ε_b + 1/a)E. The capacitances per area are

C_f = (ε₀ε_b + 1/a)/t_f, C_d = ε₀ε_d/t_d.

Adding the reciprocals over a common denominator gives

1/C_f + 1/C_d = (ε_dt_f + ε_bt_d)[a + N(0)]/[ε_d(1 + aε₀ε_b)].

For −a < 1/(ε₀ε_b) the film capacitance is negative, and the total is positive if and only if the uniform mode is stable. Within this range of a, a positive total thus establishes stability at k = 0, but it says nothing about k > 0.

**Worked example**

The parameters are rough values for ferroelectric hafnia-zirconia on alumina: ε_b = 10, ε_x = 25, ε_d = 9, spontaneous polarization P_s = 20 μC/cm², intrinsic coercive field E_c = 1.5 MV/cm and g = g_z = 5 × 10⁻¹⁰ m³/F. In the bulk E = aP + bP³ vanishes at P_s² = −a/b. Its turning point, at P = P_s/√3, gives E_c = 2|a|P_s/(3√3). Hence

a = −(3√3/2)(1.5 × 10⁸ V/m)/(0.20 C/m²) = −1.949 × 10⁹ m/F,
b = −a/P_s² = 4.87 × 10¹⁰ m⁵/(F C²).

The uniform depolarization stiffness is

N(0) = 2/[8.854 × 10⁻¹² × (10×2 + 9×5)] = 3.475 × 10⁹ m/F,

so K(0) = 3.475 − 1.949 = 1.53 in units of 10⁹ m/F. In the same units, at P0 = 0:

k = 0.5 nm⁻¹: N = 1.634, gk² = 0.125, K = −0.189
k = 1.0 nm⁻¹: N = 0.898, gk² = 0.500, K = −0.550
k = 2.0 nm⁻¹: N = 0.455, gk² = 2.000, K = +0.507

The fall of N outweighs the gradient cost over a band of wavevectors. The minimum is K = −0.555 at k = 0.942 nm⁻¹, a period of 6.67 nm. The short-wave estimate gives k_s = 0.969 nm⁻¹ and an upper bound of −0.540 on the lowest K. The chosen g is about one fiftieth of g_c = 255 × 10⁻¹⁰ m³/F, so the minimum lies far from k = 0.

At this minimum 1/κ is only 0.67 nm, so a polarization uniform through 5 nm is a crude trial profile. Since a restricted profile can only overestimate the lowest stiffness, the instability it shows is real within the model, but stability found this way would prove nothing. With p(z) free, the lowest stiffness is −1.06 × 10⁹ m/F at a period of 7.1 nm. Halving the number of mesh cells changes it by less than 10⁻⁴ × 10⁹ m/F. With a and the geometry held fixed, domains grow up to g = 15 × 10⁻¹⁰ m³/F for z-uniform waves, and up to 28 × 10⁻¹⁰ m³/F when p(z) is free and g_z = g.

Linear growth must end in a state of lower energy if domains are to form. For P = p cos kx the averages of cos² and cos⁴ are ½ and 3/8, so

f̄ = Kp²/4 + 3bp⁴/32.

Setting the derivative Kp/2 + 3bp³/8 to zero gives p² = −4K/(3b) and f̄ = Kp²/8 = −K²/(6b). The numbers are p = 12.3 μC/cm² and f̄ = −1.05 MJ/m³. Relaxing P(x) at the same period, still uniform in z, gives a first harmonic of 12.6 μC/cm² and −1.09 MJ/m³. The best uniform state at zero bias is P = 0 with zero energy, so the domain state lies below it. For a piece of film half a period square, the gain is 0.38 eV, or 15 kT at 300 K.

The uniform state would have C_f = −8.5 μF/cm² and C_d = 4.0 μF/cm², hence a total of 7.5 μF/cm², 1.88 times that of the dielectric alone. Since that state is unstable at zero bias, the factor 1.88 does not describe the bilayer there. The domain state has a capacitance of its own: with P free to vary in x and z it is about 5.0 μF/cm² at a period of 7.1 nm (4.8 at 6 nm, 5.8 at 10 nm), a smaller gain over the dielectric alone.

A bias makes P0 nonzero and adds 3bP0² to every stiffness. With p(z) free, linear stability returns at 3bP0² = 1.06 × 10⁹ m/F, or P0 = 8.5 μC/cm². Summing the two layer voltages gives 1.16 V, with 9.2 MV/cm in the dielectric. This exceeds a rough breakdown field of 8 MV/cm, so with these values and ideal electrodes bias is not a usable cure. Linear stability is also only a minimum requirement: at this bias a domain state of finite amplitude still has a lower energy than the uniform state.

**Beside a real bilayer**

Thin hafnia-zirconia films on alumina are real structures, and the thicknesses and P_s used here are in their usual range. The Landau coefficients and g are much less certain. The model film has a permittivity of 39 at P_s, somewhat above the roughly 30 common for such films. Real films can also be polycrystalline, which the model omits. Real electrodes do not screen ideally: a rough screening length of 0.05 nm at each (with relative permittivity 1 in the screening layer) raises the uniform stiffness from 1.53 to 2.48 and the lowest stiffness from −1.06 to −0.32, in 10⁹ m/F. The instability survives, but with a much smaller margin. The energy gain for a piece of film half a period square falls from about 50 kT to about 3 kT at 300 K, with P free to vary in x and z in both cases, so thermal fluctuations, which the mean-field model omits, may then matter. Setting 3bP0² = 0.32 × 10⁹ m/F then gives P0 = 4.7 μC/cm², and D = ε₀ε_b(aP0 + bP0³) + P0 gives a dielectric field of 4.9 MV/cm. That is below the rough breakdown value, so the conclusion about bias above does not carry over to such electrodes. Replacing the continuum by a lattice of 0.5 nm spacing lowers gk² by only 1.6% at the 7.1 nm period, and by 2.5% at the 5.7 nm period found with screening.

In the z-uniform domain state the first harmonic of the interface potential has an amplitude of 0.60 V, and that of the normal dielectric field at the interface 5.9 MV/cm, below the rough breakdown value. The field on the film side of the interface is larger, 8.9 MV/cm, but only because p is held uniform right up to the interface. With P free to vary in x and z, the largest normal fields are about 2 MV/cm in the film and 4 MV/cm in the dielectric; the film value still rises by about 0.2 MV/cm when the number of mesh cells is doubled. Charge may still tunnel to the interface if states there can hold it. Each transverse mode conducts 2e²/h times its transmission, and there are m/(2πħ²) modes per area and per unit transverse energy w. The low-voltage conductance per area is therefore

G = (2e²/h)(m/2πħ²)∫₀^∞ exp[−2t_d√(2m(Φ + w))/ħ]dw.

An uncompensated interface charge σ produces a potential Nt_fσ and decays as dσ/dt = −GNt_fσ, with time constant 1/(GNt_f). A rough barrier Φ = 2.8 eV and mass of 0.3 electron masses give about 2 μs. This is an order of magnitude at best, since it depends exponentially on Φ, t_d and the mass: masses of 0.23 and 0.4 give about 0.2 μs and 30 μs. On longer times trapped charge could compensate the polarization, and the charge-free interface assumed here would fail.

**What each derivation assumes**

Both derivations assume flat layers, polarization along z, linear background response, ideal electrodes and no free interface charge. They differ in what else they need and in what they deliver.

The first needs a definite profile and layers simple enough for Gauss's law to be solved. In return it gives the potential and the local fields, which the breakdown estimate uses. It is a balance of fields, and the film average enters because p has been restricted to one amplitude. By itself it does not say how the result changes when that restriction is lifted.

The second needs an energy, hence a static and lossless response, with positive permittivities so that J has a maximum. It needs no particular profile, and its proof of the fall holds equally if the permittivities vary with z. It explains the averaging, since the derivative of the energy with respect to a single amplitude contains the average field. It also shows that the z-uniform K is an upper bound, and it supplies the convexity that makes g_c a sharp boundary.

The fall of N thus rests on electrostatics alone, whereas the appearance of domains depends also on a and g. The remaining computed values are in the numerical output.

Calculated quantities

```
ferroelectric thickness t_f: 5 nm
dielectric thickness t_d: 2 nm
permittivities e_b, e_x, e_d: 10, 25, 9 (relative)
spontaneous polarization P_s: 20 uC/cm2
intrinsic coercive field: 1.5 MV/cm
gradient coefficient g = g_z: 5 1e-10 m3/F
Landau a: -1.949 1e9 m/F
Landau b: 4.871 1e10 m5/(F C2)
film permittivity at P_s: 39 (relative)
N(0): 3.475 1e9 m/F
uniform stiffness a+N(0): 1.527 1e9 m/F
k = 0.2 1/nm: N = 2.7616, g k^2 = 0.0200, K = 0.8331 1e9 m/F
k = 0.5 1/nm: N = 1.6344, g k^2 = 0.1250, K = -0.1891 1e9 m/F
k = 1.0 1/nm: N = 0.8982, g k^2 = 0.5000, K = -0.5503 1e9 m/F
k = 2.0 1/nm: N = 0.4551, g k^2 = 2.0000, K = 0.5065 1e9 m/F
g_c for a finite-k minimum: 254.8 1e-10 m3/F
z-uniform: k at minimum: 0.9424 1/nm
z-uniform: period: 6.667 nm
z-uniform: N at minimum: 0.9498 1e9 m/F
z-uniform: lowest K: -0.5547 1e9 m/F
short-wave estimate of k: 0.9692 1/nm
short-wave bound on lowest K: -0.5396 1e9 m/F
z-resolved: k at minimum: 0.8879 1/nm
z-resolved: period: 7.076 nm
z-resolved: lowest K: -1.062 1e9 m/F
shift of that K on halving the mesh count: -4.6e-05 1e9 m/F
largest g with domains, z-uniform: 14.9 1e-10 m3/F
largest g with domains, z-resolved: 28.3 1e-10 m3/F
one-wave amplitude: 12.3 uC/cm2
relaxed first-harmonic amplitude: 12.6 uC/cm2
one-wave energy density: -1.05 MJ/m3
relaxed energy density: -1.09 MJ/m3
capacitance of dielectric alone: 3.98 uF/cm2
capacitance of ferroelectric, uniform: -8.49 uF/cm2
capacitance of bilayer, uniform: 7.51 uF/cm2
capacitance gain over dielectric: 1.88 (ratio)
P0 restoring uniform stability: 8.53 uC/cm2
bias restoring uniform stability: 1.16 V
dielectric field at that bias: 9.19 MV/cm
electrode screening length (rough): 0.05 nm
with screening: uniform stiffness: 2.478 1e9 m/F
with screening: z-resolved lowest K: -0.3216 1e9 m/F
with screening: period: 5.698 nm
interface potential amplitude, domains: 0.6 V
peak dielectric field, domains: 5.92 MV/cm
breakdown field (rough): 8 MV/cm
tunnel barrier, mass (rough): 2.8 eV, 0.3 m_e
tunnelling relaxation time: 2 us
energy gain per half-period square cell: 0.38 eV
same, over kT at 300 K: 15 (ratio)
lattice spacing (rough): 0.5 nm
lattice reduction of g k^2: 1.6 percent
```
